Why excitonic continuum peaks move although the energy levels stay put

Compute the optical absorption of silicon twice, with the same quasiparticle energies. The first time, let the photon create an electron and a hole that ignore each other. The second time, include their attraction through the Bethe-Salpeter equation. The peak called E1, which lies in the continuum of vertical transitions, a little above its onset, comes out lower in energy and stronger in the second calculation. What has moved?

The natural answer is that the energy levels have. An electron and a hole attract, attraction lowers the energy of a pair, and so the transitions that made the peak now lie lower. The belief has good support elsewhere. A bound exciton is a new level below the gap, and in a molecule the attraction lowers excitation energies by amounts that can be large. A peak that slides down looks just like a set of levels that slides down.

For a continuum peak in a large crystal the answer is nevertheless wrong. The density of excitation energies hardly changes. What changes is how strongly each excitation couples to light, because the amplitudes of many transitions interfere.

**The pair problem**

Take a crystal of N cells with one valence and one conduction band, and let |k⟩ be the state in which an electron has been lifted vertically at wave vector k, at a cost Δ_k. The quasiparticle energies inside Δ_k are held fixed throughout; changing them would shift levels, but that is a separate effect. Spin and electron-hole exchange are left out at first, as is the coupling to de-excitations (the Tamm-Dancoff approximation). An excited state Σ_k A_k |k⟩, normalized to Σ_k |A_k|² = 1, obeys

Δ_k A_k − (1/N) Σ_k' W̃(k−k') A_k' = E A_k,

W̃(q) = Σ_R W(R) e^(−iq·R).

Here W(R) = W(−R) ≥ 0 is the static screened attraction when electron and hole are R apart, and it tends to zero at large R. That the kernel depends on k−k' alone is a model assumption, which neglects the k dependence of the Bloch functions.

Let every transition have the same dipole, set to 1. State λ then couples to light through the sum S_λ = Σ_k A_k^λ, and the spectrum per cell, without prefactors in powers of the photon energy, is

A(E) = (1/N) Σ_λ |S_λ|² δ(E−E_λ).

The density of excitation energies, D(E), is the same sum with every |S_λ|² replaced by 1. Without attraction each eigenstate is a single |k⟩, so |S|² = 1, and the spectrum equals the free density of states g(E).

The attraction is simplest in terms of separation. Define |R⟩ = N^(−1/2) Σ_k e^(−ik·R) |k⟩, so that ⟨k|R⟩ = N^(−1/2) e^(−ik·R). The matrix element −W̃(k−k')/N is then −Σ_R W(R) ⟨k|R⟩⟨R|k'⟩, and the Hamiltonian is

H = H₀ − Σ_R W(R) |R⟩⟨R|,

with H₀ the diagonal matrix of the Δ_k. Also S = Σ_k A_k = √N ⟨0|Ψ⟩, where |0⟩ means R = 0. Light sees the amplitude for electron and hole to be in the same cell.

**How far the levels move**

Number the free energies ε_i and the interacting energies E_i in ascending order. Since W(R) ≥ 0, the expectation value of H is no larger than that of H₀ in any state. The min-max principle gives the i-th level as the smallest value, over all i-dimensional subspaces, of the largest expectation value in the subspace. Lowering all expectation values cannot raise this number, so E_i ≤ ε_i for every i.

The total shift follows from the trace, which is the sum of the eigenvalues. Each |R⟩⟨R| has trace 1, so

(1/N) Σ_i (ε_i − E_i) = (1/N) Σ_R W(R).

The mean level shift is the attraction averaged over all separations in the crystal. In a large crystal, most separations are large, and there W is small; the average tends to zero. For a contact attraction, W(0) = U and zero elsewhere, it is U/N. For a tail proportional to 1/R in a crystal of edge L, the sum over R grows as L² while N = L³, so the average falls as 1/L.

No large shifts can hide behind this small average, because all the shifts have the same sign. To see what that means for the density of states, probe it with any smooth function f whose slope nowhere exceeds M in magnitude, such as a Lorentzian of fixed width. Then

|(1/N) Σ_i [f(E_i) − f(ε_i)]| ≤ (M/N) Σ_i (ε_i − E_i),

and the right side vanishes as the crystal grows. At any fixed resolution D(E) becomes g(E). Bound excitons do not spoil this: they may lie a finite distance below the edge, but their share of the N levels tends to zero.

**How far the optical weight moves**

Because |S_λ|²/N = |⟨0|λ⟩|², completeness gives Σ_λ |S_λ|² = N. The total weight is conserved. Its mean energy is

(1/N) Σ_λ |S_λ|² E_λ = ⟨0|H|0⟩ = (1/N) Σ_k Δ_k − W(0).

The weight thus moves down by W(0) on average, whatever the size of the crystal. The mean level shift is set by the attraction averaged over all separations, the mean shift of the weight by the attraction at zero separation. The shape of the spectrum, and with it the position of a peak, depends on the attraction at other separations too. For N = 1 the two averages coincide, and the picture of shifted levels is correct. This is the limit that a small molecule resembles.

The weight's shift can be divided into the two candidate causes. Add and subtract ε_λ, and use Σ_k Δ_k = Σ_λ ε_λ:

−W(0) = (1/N) Σ_λ |S_λ|² (E_λ − ε_λ) + (1/N) Σ_λ (|S_λ|² − 1) ε_λ.

The first term is displacement of levels, the second is transfer of weight among levels that stay where they were. Since the weights |S_λ|²/N add to 1, the first term cannot exceed the largest single level shift in magnitude.

**Where the transferred weight comes from**

Write out the square of the sum:

|S|² = Σ_k |A_k|² + Σ_{k≠k'} A_k A_k'* = 1 + I.

The first part is what the transitions would give if their intensities were added. Normalization fixes it at 1. Any departure of |S|² from its free value is therefore the interference term I, and conservation of weight makes I sum to zero over all states. With dipoles d_k that depend on k, the incoherent part is Σ_k |A_k|²|d_k|². It can change in a single state, when strong and weak transitions mix, but the last section shows that these changes average out in the spectrum of a large crystal. Constant dipoles keep the incoherent part at 1 in every state.

A contact attraction shows how the sign of I comes about. Now W̃ = U for all q, and the pair equation reads

(Δ_k − E) A_k = (U/N) S, so A_k = (U S/N) / (Δ_k − E),

for states with S ≠ 0 and E not equal to any Δ_k. Transitions above E contribute to S with the sign of S itself; transitions below E contribute with the opposite sign. Near E the two kinds are large and cancel only in part; their remainder is a large share of S. To isolate what is left from farther away, choose a small width η and split

1/(Δ_k−E) = (Δ_k−E)/[(Δ_k−E)²+η²] + η²/{(Δ_k−E)[(Δ_k−E)²+η²]}.

The second fraction is concentrated within about η of E. The first is the off-resonant part. With the free resolvent at zero separation,

G₀(z) = (1/N) Σ_k 1/(z−Δ_k), z = E + iη,

the sum of the first fraction over k, divided by N, is −Re G₀(z). Hence S = S_near − U Re G₀ S, or

S = S_near / (1 + U Re G₀).

Low in the band most transitions lie above E, so Re G₀ is negative there and the denominator is below 1: the distant transitions reinforce S. High in the band Re G₀ is positive and they oppose it.

S_near also depends on the attraction, so this relation does not yet give the weight. The full result comes from the interacting resolvent G(z) = ⟨0|(z−H)⁻¹|0⟩. Start from the identity

(z−H)⁻¹ = (z−H₀)⁻¹ + (z−H₀)⁻¹ (H−H₀) (z−H)⁻¹,

which is confirmed by multiplying with z−H₀ from the left and z−H from the right. Insert H−H₀ = −U|0⟩⟨0| and take the element between ⟨0| and |0⟩:

G = G₀ − U G₀ G, so G = G₀ / (1 + U G₀).

The spectrum broadened by η is A = −Im G/π, and the broadened free density is g = −Im G₀/π. Multiplying numerator and denominator of G by 1 + U G₀* leaves U|G₀|² in the numerator, which is real, so

A(E) = g(E) F(E),

F = 1/|1+UG₀|² = 1 / [(1 + U Re G₀)² + (πUg)²].

In the large crystal, where D = g, the factor F is the mean of |S|² near energy E, weighted by the Lorentzian of width η, and F − 1 is the mean interference. The first term in the denominator distinguishes low from high energies. The second reduces the weight wherever many transitions are resonant.

The same model shows what the levels do meanwhile. Summing A_k over k and dividing by S gives

1 = (U/N) Σ_k 1/(Δ_k − E).

Between two neighbouring free energies the right side rises from −∞ to +∞, so it passes 1 once. Each interacting level is thus confined between its own free level and the next one below. The lowest level has no such floor. In the infinite crystal it separates from the band as a bound exciton if U exceeds a critical value, the inverse of the average of 1/(Δ_k − E) taken at the band edge.

**A peak that moves by a third of an electronvolt**

For numbers, take a cubic lattice with

Δ_k = 0.15 − 0.02 (cos k_x + cos k_y) − 0.01 cos k_z hartree.

These are round parameters, not a fit to silicon. The band runs from 0.10 to 0.20 hartree, and the free spectrum, broadened by η = 0.004 hartree, peaks at the centre, 0.150 hartree. Let U = 0.010 hartree. The critical value for a bound state is 0.032 hartree, so there is none, and the infinite crystal has the same continuum from 0.10 to 0.20 hartree with and without attraction.

The formula for A(E) gives, for the infinite crystal,

E = 0.12: g = 7.99, F = 1.75, A = 14.0
E = 0.14: g = 14.3, F = 1.10, A = 15.8
E = 0.15: g = 15.6, F = 0.81, A = 12.6
E = 0.16: g = 14.3, F = 0.65, A = 9.2
E = 0.18: g = 7.99, F = 0.58, A = 4.6

with E in hartree and g and A in inverse hartree. Consider the first and last lines, where the free density is the same. At 0.12 hartree 1 + U Re G₀ = 0.712, and πUg = π × 0.010 × 7.99 = 0.251. Therefore

F = 1/(0.712² + 0.251²) = 1/(0.507 + 0.063) = 1.75.

The off-resonant transitions supply 1 − 0.712 = 0.288 of S, in phase with it. At 0.18 hartree they supply −0.288, the first term becomes 1.288² = 1.659, and F = 1/1.722 = 0.58. Equal densities of levels now absorb in the ratio of three to one.

The peak of the product gF lies at 0.137 hartree. It has moved by −0.0131 hartree, or −0.36 eV. The reason is visible in the product: at the band centre g is flat while F falls with energy, so the maximum must lie lower. How much lower depends on the shape of the band and on the broadening as well as on U. Between the saddle points of Δ_k at 0.14 and 0.16 hartree the free density is nearly a plateau, so even a weak slope in F carries the maximum towards the lower edge, 0.010 hartree below the centre. A quarter of the attraction, U = 0.0025 hartree, already moves the peak by −0.006 hartree, and at U = 0.010 hartree a broadening of 0.0005 hartree reduces the shift to −0.011 hartree. At η = 0.004 hartree the height of the peak rises by only about 3 percent. At this broadening the peak has moved farther than the mean of the weight, which moves by U = 0.010 hartree. A maximum and a mean are different properties of a curve, and neither shift is a binding energy. This crystal has no bound exciton at all.

To see the levels, diagonalize a finite crystal with 12 × 12 × 12 = 1728 wave vectors, on a grid shifted by (0.137, 0.291, 0.418) of a grid step so that the free energies are not degenerate. The mean level shift does not depend on this choice. The largest shift and the misfit of old levels with new weights quoted below do depend on it, and are larger on an unshifted grid, where many transitions share one energy. The mean level shift is 0.010/1728 = 5.8 × 10⁻⁶ hartree, one tenth of the mean level spacing, and the largest is 3.8 × 10⁻⁵ hartree. By the division of the first moment above, displacement of levels accounts for at most 0.00004 of the 0.010 hartree by which the weight moves. Averaged over the lower half of the levels |S|² is 1.40, over the upper half 0.60.

The two causes can also be exchanged. Measure the difference between two spectra by half the area between them, which is the fraction of weight that has to be moved to turn one into the other. Evaluated between 0.05 and 0.25 hartree, the free and the full spectrum differ by 0.185. Now combine the new levels with the old weights, all equal to 1: this curve differs from the free spectrum by 0.0001. Combine instead the old levels with the new weights: this curve differs from the full excitonic spectrum by 0.0002. The shifted levels reproduce practically none of the effect, and the interfering amplitudes practically all of it.

**Does a long-range attraction rescue the belief?**

A contact attraction touches one separation out of N, which might seem to favour the argument. Add a tail 0.003/|R| hartree, with |R| in lattice constants. Unlike the contact attraction used above, such a tail binds excitons just below the edge of the infinite crystal, but as argued earlier their share of the levels tends to zero. The peak then shifts by −0.0127 hartree (−0.35 eV), slightly less than without the tail. The mean level shift is larger than before, but it falls with size as the trace requires: 1.2 × 10⁻³, 5.9 × 10⁻⁴ and 1.5 × 10⁻⁴ hartree for edges of 6, 12 and 48 cells. The mean shift of the weight is 0.010 hartree at both sizes diagonalized, 6 and 12.

At edge 12 the exchange gives 0.009 for new levels with old weights, against 0.174 for the full effect. Old levels with new weights miss the full spectrum by 0.010. The change made by new levels with old weights is no longer negligible at this size, but it is a finite-size effect: the bound on the change in the density of states vanishes with the mean level shift. A coarse k grid can therefore show level shifts that do not belong to the infinite crystal. The program published with this text checks the level and weight shifts at edges 6 and 12, and the exchange of levels and weights at edge 12, by diagonalization, and it checks the contact spectrum by an independent real-space recursion. The peak position with the tail comes from that recursion at edge 48, and the mean level shift at edge 48 is the trace formula evaluated directly.

**What carries over to silicon**

Silicon has several bands, dipoles that vary with k, exchange, and local fields, and this model does not predict the size of its E1 shift. The argument about the levels needs less than the model does. If the screened attraction is positive at all separations, it still lowers every level, and with a finite set of bands its trace per level is still an average over separations that vanishes in a large crystal. Short-range exchange is a repulsion; it raises levels, but its trace stays finite while the number of levels grows as N, so its mean shift vanishes as well. Both parts leave the density of pair energies per cell unchanged in the limit.

The incoherent part of the spectrum is protected in the same way, even when the dipoles vary. Let k number all vertical transitions, and write the attraction and the short-range exchange together as H − H₀ = Σ_j w_j |j⟩⟨j|, with normalized |j⟩, negative w_j for the attraction and positive w_j for the exchange. The incoherent spectrum, broadened by η, is −1/π times the imaginary part of (1/N) Σ_k |d_k|² ⟨k|(z−H)⁻¹|k⟩. By the resolvent identity used above, the interaction changes this sum by

(1/N) Σ_j w_j Σ_k |d_k|² ⟨k|(z−H₀)⁻¹|j⟩⟨j|(z−H)⁻¹|k⟩.

At z = E + iη each resolvent stretches a vector by at most 1/η. By the Cauchy-Schwarz inequality the sum over k is then at most d²/η² in magnitude, where d is the largest |d_k|. The whole change is at most (d²/η²) (1/N) Σ_j |w_j|, and this vanishes in a large crystal for the same reason as the mean level shifts.

Within the Tamm-Dancoff approximation, what remains to move a continuum peak at fixed quasiparticle energies is the interference between transitions. The red shift is a change in the coupling to light. It should not be read as the amount by which pairs at that energy are bound.

Values computed for the example and the checks

```
band centre 0.150, lower edge 0.100, width 0.100 hartree
hopping in plane 0.010, along axis 0.005 hartree
contact U 0.010, tail strength 0.003, broadening 0.004 hartree
critical contact U for a bound state: 0.03200 hartree
lowest level at 1.5 critical U, L=8: 0.09178 hartree
free peak, infinite lattice: 0.15000 hartree
contact peak, infinite lattice: 0.13689 hartree
contact peak shift: -0.01311 hartree = -0.357 eV
peak with tail, L=48: 0.13726 hartree
peak shift with tail: -0.01274 hartree = -0.347 eV
recursion minus formula, relative to peak: 4.4e-06
E (hartree) | free DOS | spectrum (1/hartree) | factor | Re(1+U G0)
0.12 | 7.989 | 14.012 | 1.754 | 0.712
0.13 | 10.800 | 15.546 | 1.439 | 0.761
0.14 | 14.295 | 15.786 | 1.104 | 0.839
0.15 | 15.583 | 12.571 | 0.807 | 1.000
0.16 | 14.295 | 9.225 | 0.645 | 1.161
0.17 | 10.800 | 6.548 | 0.606 | 1.239
0.18 | 7.989 | 4.640 | 0.581 | 1.288
contact, L=6, N=216: mean level shift -4.630e-05 hartree
  largest level shift 1.603e-04 hartree, mean weight shift -0.01000 hartree
contact, L=12, N=1728: mean level shift -5.787e-06 hartree
  largest level shift 3.797e-05 hartree, mean weight shift -0.01000 hartree
  weight moved, full spectrum against free: 0.1848
  weight moved by new levels with old weights: 0.00009
  misfit of old levels with new weights: 0.00018
  interference per state: lower half +0.400, upper half -0.400
with tail, L=6, N=216: mean level shift -1.183e-03 hartree
  largest level shift 1.298e-03 hartree, mean weight shift -0.01000 hartree
with tail, L=12, N=1728: mean level shift -5.941e-04 hartree
  largest level shift 7.007e-04 hartree, mean weight shift -0.01000 hartree
  weight moved, full spectrum against free: 0.1744
  weight moved by new levels with old weights: 0.00916
  misfit of old levels with new weights: 0.00961
  interference per state: lower half +0.363, upper half -0.363
contact: mean level shift / mean level spacing = 0.100
with tail, L=48: mean level shift -1.487e-04 hartree
```
